# Sign of the phonon conductance step for a resonant level: a numerical check

```python
# Result under test: a level (energy eps, total width Gamma, equal contacts)
# coupled with strength M to one phonon (energy w) held in its ground state has,
# at bias eV = w and to order M^2, the conductance jump
#   dG = (2e^2/h) (4 M^2/Gamma^2) Tp Tm (1 - Tp - Tm),   Tp, Tm = T(+w/2), T(-w/2),
# which changes sign at zero-bias transmission T(0) = 1/(2 + (w/Gamma)^2),
# that is at one half when w << Gamma.
# In the tests energies are in units of Gamma, currents in (2e/h) M^2/Gamma.
# share = Gamma_L/Gamma; V = bias energy; N = phonon number; Fermi energy = 0.
import cmath
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def transmission(energy, eps):
    return 1.0 / (1.0 + 4.0 * (energy - eps) ** 2)


def spectral(energy, eps):
    return 1.0 / ((energy - eps) ** 2 + 0.25)


def occupation(energy, V, share):
    if energy < -V / 2:
        return 1.0
    return share if energy < V / 2 else 0.0


def fock(energy, V, eps, w, share, N=0.0):
    """Retarded phonon self-energy / M^2 at zero electron temperature."""
    pole = eps - 0.5j

    def primitive(z, e):
        log_z = math.log(abs(e - z)) - (1j * math.pi if z > e else 0.0)
        a = (cmath.log(e - pole) - log_z) / (z - pole)
        b = (cmath.log(e - pole.conjugate()) - log_z) / (z - pole.conjugate())
        return 1j * (a - b) / (2 * math.pi)

    z1, z2 = energy - w, energy + w
    g1, g2 = 1 / (z1 - pole), 1 / (z2 - pole)
    top1, low1 = primitive(z1, V / 2), primitive(z1, -V / 2)
    top2, low2 = primitive(z2, V / 2), primitive(z2, -V / 2)
    emission = (1 - share) * (top1 - low1) - top1
    hole = share * (top2 - low2) + low2 + g2
    return emission + hole + N * (g1 + g2)


def filling(V, eps, share):
    """Level occupation per spin."""
    def below(e):
        return 0.5 + math.atan(2 * (e - eps)) / math.pi
    return share * below(V / 2) + (1 - share) * below(-V / 2)


def current(V, eps, w, share=0.5, kind="left", N=0.0):
    """Order-M^2 current; 'left' and 'right' use lesser functions (N = 0 only),
    'sym' uses the formula reduced by current conservation."""
    hartree = -4.0 * filling(V, eps, share) / w

    def integrand(E):
        g = 1 / (E - eps + 0.5j)
        sigma = fock(E, V, eps, w, share, N) + hartree
        if kind == "sym":
            return -2 * share * (1 - share) * (g * g * sigma).imag
        lesser = (abs(g) ** 2 * spectral(E + w, eps) * occupation(E + w, V, share)
                  + 2 * spectral(E, eps) * share * (g * sigma).real)
        if kind == "right":
            return -(1 - share) * lesser
        return -share * (2 * (g * g * sigma).imag + lesser)

    cuts = [-V / 2, V / 2]
    cuts += [c for c in (w - V / 2, V / 2 - w) if -V / 2 < c < V / 2]
    cuts = sorted(cuts)
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]) if b - a > 1e-14)


def phonon_balance(V, eps, w):
    """Emission and net damping integrals of the electrons (equal contacts)."""
    cuts = sorted([-V / 2, V / 2, w - V / 2, w + V / 2])
    emit = damp = 0.0
    for a, b in zip(cuts[:-1], cuts[1:]):
        if b - a < 1e-14:
            continue
        mid = (a + b) / 2
        upper, lower = occupation(mid, V, 0.5), occupation(mid - w, V, 0.5)
        weight = quad(lambda E: spectral(E, eps) * spectral(E - w, eps), a, b)[0]
        emit += weight * upper * (1 - lower)
        damp += weight * (lower - upper)
    return emit, damp


def jump(eps, w, share=0.5, heated=False, d=1e-5):
    """Jump of dI/dV at V = w from a second difference of the current."""
    def value(V):
        if not heated:
            return current(V, eps, w, share)
        emit, damp = phonon_balance(V, eps, w)
        return current(V, eps, w, share, "sym", emit / damp)
    return (value(w + d) - 2 * value(w) + value(w - d)) / d


def jump_formula(eps, w):
    tp, tm = transmission(w / 2, eps), transmission(-w / 2, eps)
    return 4 * tp * tm * (1 - tp - tm)


def log_formula(eps, w):
    tp, tm = transmission(w / 2, eps), transmission(-w / 2, eps)
    return -8 * w / math.pi * (tp * tm) ** 2 * (4 * eps ** 2 - w ** 2 - 1)


# Self-energy against its defining principal-value integral
E, V, eps, w = 0.3, 0.7, 0.3, 0.5
pv = -quad(lambda e: 0.5 * spectral(e, eps), -V / 2, V / 2,
           weight="cauchy", wvar=E - w)[0]
pv += quad(lambda e: spectral(e, eps) / (E - w - e), V / 2, np.inf)[0]
pv += quad(lambda e: 0.5 * spectral(e, eps) / (E + w - e), -V / 2, V / 2)[0]
pv += quad(lambda e: spectral(e, eps) / (E + w - e), -np.inf, -V / 2)[0]
sig = fock(E, V, eps, w, 0.5)
assert abs(sig.real - pv / (2 * math.pi)) < 1e-7
assert abs(sig.imag + 0.25 * spectral(E - w, eps)) < 1e-10

# Current conservation and the reduced current formula, also for unequal contacts
for share in (0.5, 0.7):
    left = current(0.8, 0.3, 0.5, share)
    assert abs(left + current(0.8, 0.3, 0.5, share, "right")) < 1e-8
    assert abs(left - current(0.8, 0.3, 0.5, share, "sym")) < 1e-8

# Jump and logarithm at threshold
print("Jump at threshold, units (2e^2/h) M^2/Gamma^2:")
for eps, w in ((0.2, 0.05), (0.5, 0.05), (0.9, 0.05), (0.3, 0.5), (0.0, 2.0)):
    numeric, formula = jump(eps, w), jump_formula(eps, w)
    assert abs(numeric - formula) < 2e-3
    print(f" eps/Gamma={eps:.1f} w/Gamma={w:.2f}: "
          f"numerical {numeric:.4f}, formula {formula:.4f}")
for eps, w in ((0.2, 0.05), (0.3, 0.5), (0.9, 0.5)):
    slopes = [(current(w + d, eps, w) - current(w - d, eps, w)) / (2 * d)
              for d in (1e-4, 1e-5)]
    log_num = (slopes[0] - slopes[1]) / math.log(10)
    assert abs(log_num - log_formula(eps, w)) < 2e-3
    print(f" log coefficient eps/Gamma={eps:.1f} w/Gamma={w:.2f}: "
          f"numerical {log_num:.4f}, formula {log_formula(eps, w):.4f}")

# Sign changes located by root search on the numerical jump
print("Zero-bias transmission where the jump vanishes:")
for w, lo, hi, law in ((0.05, 0.4, 0.6, 1 / (2 + 0.05 ** 2)),
                       (0.5, 0.45, 0.7, 1 / (2 + 0.5 ** 2)),
                       (2.0, 0.97, 1.3, 1 / (2 + 2.0 ** 2)),
                       (2.0, 0.7, 0.97, 1 / 2.0 ** 2)):
    root = brentq(lambda e: jump(e, w), lo, hi, xtol=1e-5)
    found = transmission(0, root)
    assert abs(found - law) < 2e-3
    print(f" w/Gamma={w:.2f}: numerical {found:.4f}, formula {law:.4f}, "
          f"log coefficient there {log_formula(root, w):.4f}")

# One-electron transmission with emission of one phonon, by matrix inversion
eps, w, m = 0.3, 0.5, 1e-3
n = np.arange(8)
x_op = np.diag(np.sqrt(n[1:]), 1) + np.diag(np.sqrt(n[1:]), -1)
resolvent = np.linalg.inv(np.diag(w / 2 - eps + 0.5j - w * n) - m * x_op)
emission_num = 0.25 * abs(resolvent[1, 0]) ** 2 / m ** 2
emission_law = 4 * transmission(w / 2, eps) * transmission(-w / 2, eps)
assert abs(emission_num / emission_law - 1) < 1e-4
print(f"Emission probability/(M/Gamma)^2 at eps/Gamma={eps}, w/Gamma={w}: "
      f"numerical {emission_num:.4f}, formula {emission_law:.4f}")


# Thermal smearing for w << Gamma, energies in kT
def smear(u):
    return 1.0 + u / 2 if abs(u) < 1e-8 else u / (-math.expm1(-u))


def fermi(y):
    return 0.5 * (1 - math.tanh(y / 2))


def window(e, v, q):
    mean_low = 0.5 * (fermi(e - q - v / 2) + fermi(e - q + v / 2))
    mean_high = 0.5 * (fermi(e + q - v / 2) + fermi(e + q + v / 2))
    return (fermi(e - v / 2) - fermi(e + v / 2)) * (1 - mean_low + mean_high)


for v, q in ((6.0, 8.0), (10.0, 8.0)):
    direct = quad(window, -60, 60, args=(v, q), limit=300, points=[-v / 2, v / 2])[0]
    assert abs(direct - smear(v - q) + smear(-v - q)) < 1e-6


def curvature(u, d=1e-2):
    return (smear(u + d) - 2 * smear(u) + smear(u - d)) / d ** 2


width_kT = 2 * brentq(lambda u: curvature(u) - curvature(0) / 2, 0.5, 8)

# Limits of the rule: unequal contacts, and a phonon cooled only by electrons
w, share = 0.02, 0.6
root = brentq(lambda e: jump(e, w, share), 0.4, 0.6, xtol=1e-5)
peak = 4 * share * (1 - share)
T_unequal = peak * transmission(0, root)
assert abs(T_unequal - peak / 2) < 5e-3
root = brentq(lambda e: jump(e, w, heated=True), 0.3, 0.5, xtol=1e-5)
T_heated = transmission(0, root)
assert abs(T_heated - 5 / 8) < 3e-3
t = transmission(0, 0.2)
heated_num, heated_law = jump(0.2, w, heated=True), t ** 2 * (10 - 16 * t)
assert abs(heated_num - heated_law) < 2e-2
emit, damp = phonon_balance(1.1 * w, 0.2, w)
assert abs(emit / damp - 0.1 / 4) < 1e-3
print(f"Contacts {share:.1f}:{1 - share:.1f}, w/Gamma={w}: crossing at T = "
      f"{T_unequal:.4f}, half the maximum = {peak / 2:.4f}")
print(f"Phonon cooled by electrons only, w/Gamma={w}: crossing at T = "
      f"{T_heated:.4f}, formula {5 / 8:.4f}")
print(f" its jump at eps/Gamma=0.2: numerical {heated_num:.4f}, "
      f"formula {heated_law:.4f}")

# Worked example (eV): rough regime of a small molecule between platinum tips
gamma, hw, M, temp = 1.0, 0.05, 0.03, 4.2
G0 = 2 * const.e ** 2 / const.h
kT = const.k * temp / const.e
ratio = hw / gamma
print(f"Example: Gamma={gamma:.2f} eV, phonon={hw:.3f} eV, M={M:.3f} eV, "
      f"temperature={temp:.1f} K")
print(f" 2e^2/h = {G0 * 1e6:.3f} uS; 4M^2/Gamma^2 = {4 * M**2 / gamma**2:.5f}")
for level in (0.2, 0.5, 0.9):
    e = level / gamma
    step = (M / gamma) ** 2 * jump_formula(e, ratio)
    log_part = (M / gamma) ** 2 * log_formula(e, ratio)
    print(f" level {level:.1f} eV: T(0)={transmission(0, e):.4f}, "
          f"T+={transmission(ratio / 2, e):.4f}, T-={transmission(-ratio / 2, e):.4f}")
    print(f"  jump = {step:.3e} G0 = {step * G0 * 1e6:.3e} uS; "
          f"log coefficient = {log_part:.2e} G0")
level_cross = gamma / 2 * math.sqrt(1 + ratio ** 2)
print(f" crossing: level {level_cross:.5f} eV, T(0) = {1 / (2 + ratio ** 2):.5f}")

# Sizes of what the model leaves out, for the same numbers
print("Neglected or absorbed effects in the example:")
occ = filling(ratio, 0.5, 0.5)
print(f" static phonon shift of level at 0.5 eV: {-4 * M**2 / hw * occ:.4f} eV "
      f"(occupation per spin {occ:.4f})")
print(f" thermal width of step: {width_kT:.2f} kT = {width_kT * kT:.5f} eV")
print(f" thermal phonon number: {math.exp(-hw / kT):.1e}")
damp = phonon_balance(ratio, 0.2, ratio)[1]
print(f" phonon damping by electrons, level 0.2 eV: "
      f"{M**2 / gamma * damp / math.pi:.2e} eV")
band = 5.0
print(f" phonon energy / lead bandwidth (rough {band:.0f} eV): {hw / band:.3f}")
radius, gap = 0.3e-9, 0.6e-9
coulomb = const.e / (4 * math.pi * const.epsilon_0)
charging = coulomb * (1 / radius - 2 * math.log(2) / gap)
print(f" charging energy, sphere {radius * 1e9:.1f} nm in gap {gap * 1e9:.1f} nm "
      f"(crude): {charging:.2f} eV")
print(f" mean-field local-moment scale pi*Gamma/2: {math.pi * gamma / 2:.2f} eV")
drift = charging * (occ - filling(0.0, 0.5, 0.5))
print(f" mean-field level drift from zero bias to threshold: {drift:.1e} eV")
print("done: every assertion held")
```

Output:

```
Jump at threshold, units (2e^2/h) M^2/Gamma^2:
 eps/Gamma=0.2 w/Gamma=0.05: numerical -2.1411, formula -2.1410
 eps/Gamma=0.5 w/Gamma=0.05: numerical -0.0012, formula -0.0012
 eps/Gamma=0.9 w/Gamma=0.05: numerical 0.1175, formula 0.1175
 eps/Gamma=0.3 w/Gamma=0.50: numerical -0.7932, formula -0.7931
 eps/Gamma=0.0 w/Gamma=2.00: numerical 0.0960, formula 0.0960
 log coefficient eps/Gamma=0.2 w/Gamma=0.05: numerical 0.0589, formula 0.0589
 log coefficient eps/Gamma=0.3 w/Gamma=0.50: numerical 0.2274, formula 0.2274
 log coefficient eps/Gamma=0.9 w/Gamma=0.50: numerical -0.0089, formula -0.0089
Zero-bias transmission where the jump vanishes:
 w/Gamma=0.05: numerical 0.4994, formula 0.4994, log coefficient there 0.0000
 w/Gamma=0.50: numerical 0.4444, formula 0.4444, log coefficient there 0.0000
 w/Gamma=2.00: numerical 0.1667, formula 0.1667, log coefficient there -0.0000
 w/Gamma=2.00: numerical 0.2500, formula 0.2500, log coefficient there 0.0398
Emission probability/(M/Gamma)^2 at eps/Gamma=0.3, w/Gamma=0.5: numerical 1.7920, formula 1.7920
Contacts 0.6:0.4, w/Gamma=0.02: crossing at T = 0.4819, half the maximum = 0.4800
Phonon cooled by electrons only, w/Gamma=0.02: crossing at T = 0.6247, formula 0.6250
 its jump at eps/Gamma=0.2: numerical -2.8186, formula -2.8189
Example: Gamma=1.00 eV, phonon=0.050 eV, M=0.030 eV, temperature=4.2 K
 2e^2/h = 77.481 uS; 4M^2/Gamma^2 = 0.00360
 level 0.2 eV: T(0)=0.8621, T+=0.8909, T-=0.8316
  jump = -1.927e-03 G0 = -1.493e-01 uS; log coefficient = 5.30e-05 G0
 level 0.5 eV: T(0)=0.5000, T+=0.5256, T-=0.4756
  jump = -1.124e-06 G0 = -8.706e-05 uS; log coefficient = 1.79e-08 G0
 level 0.9 eV: T(0)=0.2358, T+=0.2462, T-=0.2261
  jump = 1.057e-04 G0 = 8.193e-03 uS; log coefficient = -7.94e-07 G0
 crossing: level 0.50062 eV, T(0) = 0.49938
Neglected or absorbed effects in the example:
 static phonon shift of level at 0.5 eV: -0.0180 eV (occupation per spin 0.2502)
 thermal width of step: 5.44 kT = 0.00197 eV
 thermal phonon number: 1.0e-60
 phonon damping by electrons, level 0.2 eV: 1.70e-04 eV
 phonon energy / lead bandwidth (rough 5 eV): 0.010
 charging energy, sphere 0.3 nm in gap 0.6 nm (crude): 1.47 eV
 mean-field local-moment scale pi*Gamma/2: 1.57 eV
 mean-field level drift from zero bias to threshold: 2.9e-04 eV
done: every assertion held
```
